# Atomic entanglement in two separate Jaynes–Cummings cavities

## Problem

Two identical two-level atoms, A and B, sit in two separate, identical, lossless cavities. Each atom couples to one mode of its own cavity, and nothing couples the two sites. With \(\hbar=1\), each site has the Hamiltonian

\[
H=\omega_a|e\rangle\langle e|+\omega_c\,c^\dagger c+g(\sigma_+c+\sigma_-c^\dagger),\qquad g>0,
\]

where \(c\) removes a photon, \(\sigma_+=|e\rangle\langle g|\) and \(\sigma_-=|g\rangle\langle e|\). This is the rotating-wave form of the coupling. The detuning is \(\Delta=\omega_a-\omega_c\). Both cavities start empty, and the atoms start in

\[
a|ee\rangle+b|gg\rangle,\qquad |a|^2+|b|^2=1,\qquad a,b\neq0 .
\]

For a pure state with amplitudes \(\alpha,\beta,\gamma,\delta\) on \(|ee\rangle,|eg\rangle,|ge\rangle,|gg\rangle\), the concurrence is \(2|\alpha\delta-\beta\gamma|\). It is zero when the \(2\times2\) matrix of amplitudes has zero determinant, hence rank one, which is the condition for a product state. For a mixed state \(\rho\), the concurrence \(C\) is the minimum of the average pure-state concurrence over all ways of writing \(\rho\) as a mixture of pure states.

Find the concurrence of the two atoms as a function of time. Does it vanish for intervals of finite length, and if so, for which \(a\), \(b\) and \(\Delta\)?

## A tempting solution

**Motion at one site.** The coupling exchanges one atomic excitation for one photon. The state \(|g0\rangle\) has nothing to exchange and has energy zero, so it does not change. The state \(|e0\rangle\) mixes with \(|g1\rangle\) alone. In the basis \(|e0\rangle,|g1\rangle\),

\[
H=\begin{pmatrix}\omega_a&g\\ g&\omega_c\end{pmatrix}
=\frac{\omega_a+\omega_c}{2}\,\mathbb 1+M,\qquad
M=\begin{pmatrix}\Delta/2&g\\ g&-\Delta/2\end{pmatrix}.
\]

The off-diagonal elements of \(M^2\) cancel, and

\[
M^2=\left(\frac{\Delta^2}{4}+g^2\right)\mathbb 1=\frac{\Omega^2}{4}\,\mathbb 1,
\qquad \Omega=\sqrt{\Delta^2+4g^2}.
\]

Even powers of \(M\) in the exponential series therefore sum to a cosine and odd powers to a sine:

\[
e^{-iMt}=\cos\frac{\Omega t}{2}\,\mathbb 1-\frac{2i}{\Omega}M\sin\frac{\Omega t}{2}.
\]

Reading off the first column gives \(|e0\rangle\to u|e0\rangle+v|g1\rangle\), with

\[
u=e^{-i(\omega_a+\omega_c)t/2}\left[\cos\frac{\Omega t}{2}-\frac{i\Delta}{\Omega}\sin\frac{\Omega t}{2}\right],
\]

\[
v=-i\,e^{-i(\omega_a+\omega_c)t/2}\,\frac{2g}{\Omega}\sin\frac{\Omega t}{2}.
\]

The probability that the excitation has moved into the cavity is

\[
q(t)=|v|^2=Q\sin^2\frac{\Omega t}{2},\qquad Q=\frac{4g^2}{\Omega^2},
\]

and \(|u|^2=1-q\), because the evolution preserves the norm.

**State of the two atoms.** The complete state is

\[
a(u|e0\rangle+v|g1\rangle)_A(u|e0\rangle+v|g1\rangle)_B+b|g0\rangle_A|g0\rangle_B .
\]

Sorted by the photon numbers of cavities A and B, the unnormalized atomic states are

- 00: \(|\varphi\rangle=au^2|ee\rangle+b|gg\rangle\)
- 01: \(auv|eg\rangle\)
- 10: \(auv|ge\rangle\)
- 11: \(av^2|gg\rangle\)

Cavity states with different photon numbers are orthogonal, so tracing out the cavities adds the four projectors without cross terms:

\[
\rho=|\varphi\rangle\langle\varphi|+B\big(|eg\rangle\langle eg|+|ge\rangle\langle ge|\big)+|a|^2q^2|gg\rangle\langle gg|,
\]

\[
B=|a|^2q(1-q).
\]

**The conclusion drawn.** Three of the four terms are product states. Only \(|\varphi\rangle\) is entangled. For an unnormalized vector the expression \(2|\alpha\delta-\beta\gamma|\) already contains the probability of that vector, since it is quadratic in the amplitudes. The average concurrence is therefore

\[
C\overset{?}{=}2|au^2b|=2|ab|(1-q).
\]

This vanishes only when \(q=1\). On resonance that happens at isolated instants, and off resonance, where \(Q<1\), it never happens. There would be no finite interval without entanglement for any \(a\) and \(b\).

## Where it fails

Everything up to and including \(\rho\) is correct. The fault is in the last step, which averages over one particular mixture, whereas the concurrence is the minimum over all mixtures that give the same \(\rho\).

The mixture used is the one sorted by photon number. Its average is the entanglement available, on average, to someone who has counted the photons in both cavities and knows which atomic state each run has produced. The problem asks about the atoms alone, with no such record. The expression \(2|ab|(1-q)\) is thus an upper bound on \(C\), not its value.

The bound can be lowered by superposing \(|\varphi\rangle\) with the single-excitation states. In the determinant \(\alpha\delta-\beta\gamma\), the product \(\beta\gamma\) can then cancel part or all of \(\alpha\delta\). It remains to find how far this can go.

## The correct concurrence

**A lower bound.** Write any decomposition as \(\rho=\sum_j|\psi_j\rangle\langle\psi_j|\), with unnormalized vectors of amplitudes \(\alpha_j,\beta_j,\gamma_j,\delta_j\). The triangle inequality and \(2|\beta_j\gamma_j|\le|\beta_j|^2+|\gamma_j|^2\) give

\[
2|\alpha_j\delta_j-\beta_j\gamma_j|\ge2|\alpha_j\delta_j|-|\beta_j|^2-|\gamma_j|^2 .
\]

Now sum over \(j\). For the first term,

\[
\sum_j|\alpha_j\delta_j|\ge\Big|\sum_j\alpha_j\delta_j^*\Big|=|w|,\qquad
w=\langle ee|\rho|gg\rangle=au^2b^* .
\]

The other two sums are the populations of \(|eg\rangle\) and \(|ge\rangle\), each equal to \(B\). Every decomposition therefore has an average concurrence of at least \(2(|w|-B)\). It also cannot be negative, so

\[
C\ge2\max(0,|w|-B).
\]

**A decomposition that reaches it.** Let \(k=\min(|w|,B)\) and \(\chi=\arg(au^2b)\). Take the four vectors

\[
|\psi_\theta\rangle=|\varphi\rangle+\sqrt k\left(e^{i\theta}|eg\rangle+e^{i(\chi-\theta)}|ge\rangle\right),
\qquad \theta=0,\tfrac{\pi}{2},\pi,\tfrac{3\pi}{2},
\]

each with weight \(1/4\). In the average of their projectors, cross terms between \(|\varphi\rangle\) and the single-excitation states carry \(e^{\pm i\theta}\), whose mean over the four angles is zero. The cross terms between \(|eg\rangle\) and \(|ge\rangle\) carry \(e^{\pm2i\theta}\), with mean \((1-1+1-1)/4=0\). What remains is

\[
\frac14\sum_\theta|\psi_\theta\rangle\langle\psi_\theta|
=|\varphi\rangle\langle\varphi|+k\big(|eg\rangle\langle eg|+|ge\rangle\langle ge|\big).
\]

Adding the product states \(|eg\rangle\) and \(|ge\rangle\) with weight \(B-k\) each, and \(|gg\rangle\) with weight \(|a|^2q^2\), restores \(\rho\). These additions contribute no concurrence. Each \(|\psi_\theta\rangle\) contributes, before its weight,

\[
2\left|au^2b-k\,e^{i\theta}e^{i(\chi-\theta)}\right|
=2\left|\,|w|e^{i\chi}-ke^{i\chi}\right|=2(|w|-k),
\]

where \(|au^2b|=|w|\) was used. The average is \(2(|w|-B)\) if \(|w|\ge B\), and zero otherwise. It equals the lower bound in both cases, so the minimum has been found. With \(|w|=|ab|(1-q)\),

\[
\boxed{\,C(t)=2|a|\,(1-q)\max\big(0,\;|b|-|a|q\big)\,}
\]

When \(|w|\le B\), all vectors in the decomposition are product states. The atoms are then in a classical mixture of unentangled states, even though the coherence \(w\) need not be zero.

The competition is between two quantities governed by the same transfer of excitation: it reduces the coherence \(|w|\) by the factor \(1-q\) and creates the population \(B\). The coherence between \(|ee\rangle\) and \(|gg\rangle\) scales as \(|ab|\), while the population with one atom excited scales as \(|a|^2\). Their ratio is \(B/|w|=|a|q/|b|\), so a large excited amplitude lets the population win before the transfer is complete.

## When the zeros fill an interval

Let \(r=|b|/|a|\). The concurrence is zero where \(q\ge r\) or \(q=1\). Since \(q\) runs between 0 and \(Q\), zeros fill a finite interval exactly when \(r<Q\), that is,

\[
\frac{|a|}{|b|}>\frac1Q=1+\frac{\Delta^2}{4g^2}.
\]

On resonance this reads \(|a|>|b|\): the excited amplitude must dominate, and any degree of dominance is enough. Off resonance, dominance alone is not enough, because the excitation never leaves the atom completely and \(q\) may not reach \(r\).

For \(r<Q\), the boundaries follow from \(\sin^2(\Omega t/2)=r/Q\). In the first period, \(0\le t\le T=2\pi/\Omega\), the concurrence vanishes from

\[
t_1=\frac2\Omega\arcsin\sqrt{\frac rQ}
\quad\text{to}\quad T-t_1 ,
\]

and the length of the interval is

\[
T-2t_1=\frac4\Omega\left(\frac\pi2-\arcsin\sqrt{\frac rQ}\right)=\frac4\Omega\arccos\sqrt{\frac rQ}.
\]

The interval recurs in every period. At its start \(q\) is still rising and \(1-q=1-r>0\), so \(C\) meets zero with a finite slope and then stays there.

**The other cases.** For \(r>Q\) off resonance, \(C=2|a|^2(1-q)(r-q)\) throughout. Its derivative with respect to \(q\) is \(-2|a|^2(1+r-2q)\), which is negative because \(q\le Q\) is smaller than both 1 and \(r\). The concurrence is therefore lowest at \(q=Q\):

\[
C_{\min}=2|a|^2(1-Q)(r-Q)>0 .
\]

For \(r=Q\), or for \(r>Q=1\), the zeros are isolated instants at half period. In the second of these cases, let \(\tau\) be the time from half period. Then \(1-q=\sin^2 g\tau\approx g^2\tau^2\), and

\[
C\approx2|a|(|b|-|a|)\,g^2\tau^2 .
\]

The concurrence touches zero and leaves it again at once.

**Nearly all excited.** As \(b\to0\), \(t_1\approx(2/\Omega)\sqrt{r/Q}=\sqrt r/g\), because \(\Omega\sqrt Q=2g\). The first loss comes early, at a time independent of detuning to this order, and the interval fills almost the whole period. The entanglement lost is itself small, since \(C(0)=2|ab|\). At \(b=0\) the atoms are never entangled and there is nothing to lose, which is why that case was excluded.

## Numbers for one initial state

Take round model parameters: \(\omega_c=2\) eV, \(g=0.001\) eV, \(|a|^2=0.9\) and \(|b|^2=0.1\). Then \(r=0.3162/0.9487=1/3\), and \(C(0)=2|ab|=0.6\). The relative phase of \(a\) and \(b\) does not enter \(C\).

**Resonance.** Here \(\Omega=2g=0.002\) eV, \(Q=1\) and \(T=\pi/g=3142\,\hbar/\text{eV}\). The interval begins at

\[
t_1=\frac{\arcsin\sqrt{1/3}}{0.001\ \text{eV}/\hbar}=615\,\hbar/\text{eV}=405\ \text{fs}
\]

and ends at \(2526\,\hbar/\text{eV}\), or 1663 fs. It lasts \(1911\,\hbar/\text{eV}\), or 1258 fs, which is 61% of the period.

At a quarter period \(q=1/2\), and the tempting formula gives \(0.6\times0.5=0.3\). The correct value is zero, because \(q\) has already passed \(1/3\).

**Detuning \(2g\).** Now \(\Omega=\sqrt8\,g\) and \(Q=4/8=0.5\). The condition requires \(|a|/|b|>2\), and the ratio is 3, so an interval survives. It starts later, at \(676\,\hbar/\text{eV}\) (445 fs), lasts \(870\,\hbar/\text{eV}\) (573 fs), and takes up 39% of the shorter period.

**Detuning \(4g\).** Now \(\Omega=\sqrt{20}\,g\) and \(Q=4/20=0.2\). The condition requires \(|a|/|b|>5\), which fails. The same initial state, with 90% of its weight in \(|ee\rangle\), stays entangled at all times, with

\[
C_{\min}=2(0.9)(0.8)\left(\tfrac13-0.2\right)=0.192 .
\]

**Populations reversed, on resonance.** With \(|a|^2=0.1\), the concurrence is zero at half period. One hundredth of a period to either side, \(g\tau=0.01\pi\), and the quadratic estimate gives \(2(0.3-0.1)(0.01\pi)^2\approx0.0004\), in agreement with the 0.000395 found from the evolved state.

## Where the entanglement is meanwhile

The evolution acts on each site separately. With \(|X\rangle=u|e0\rangle+v|g1\rangle\), the complete state is

\[
a|X\rangle_A|X\rangle_B+b|g0\rangle_A|g0\rangle_B,\qquad \langle X|g0\rangle=0 .
\]

Each site thus occupies two orthogonal states, and the concurrence between the whole sites is \(2|ab|\) at all times. The atoms lose their entanglement, but the sites do not.

If enough excitation is transferred, the two cavities become entangled with each other. Sorting the complete state by atomic outcomes instead of photon numbers gives the same structure, with one photon in the role of an excited atom and \(v\) in the role of \(u\). Exchanging \(q\) and \(1-q\) in the atomic result gives

\[
C_{\text{cav}}=2|a|\,q\,\max\big(0,\;|b|-|a|(1-q)\big).
\]

The cavities are entangled when \(q>1-r\) (apart from the isolated zero at \(q=0\)), and the atoms when \(q<r\) (apart from the isolated zero at \(q=1\)). Since \(q\le Q\), the cavities become entangled only if \(Q>1-r\); in the example with detuning \(2g\), \(Q=0.5<2/3\) and they never do. If \(r<1/2\), neither pair is entangled for \(r\le q\le1-r\), a range that is entered only if \(Q\ge r\). The resonant example shows this:

| \(t\) (\(\hbar/\)eV) | \(q\) | atoms | cavities | sites |
|---:|---:|---:|---:|---:|
| 0 | 0 | 0.600 | 0 | 0.600 |
| 308 | 0.092 | 0.395 | 0 | 0.600 |
| 785 | 0.500 | 0 | 0 | 0.600 |
| 1571 | 1.000 | 0 | 0.600 | 0.600 |

At half period the cavities hold the full 0.6. At a quarter period neither the atoms by themselves nor the cavities by themselves are entangled, although the sites still are. The return of atomic entanglement after \(T-t_1\) needs no interaction between the sites: the correlations were kept in the complete state, and the local exchange brings them back to the atoms.

## Limits of the result

The rotating-wave form is essential to the derivation. The omitted terms \(\sigma_+c^\dagger+\sigma_-c\) would couple \(|g0\rangle\) to \(|e1\rangle\), so the ground component would no longer be stationary. The example has \(g/\omega_c=0.0005\), so the coupling is small compared with the energy \(\omega_a+\omega_c\) that separates \(|g0\rangle\) from \(|e1\rangle\), but the error of the approximation is not evaluated here.

Photon loss and spontaneous emission into other modes are also left out. The exact periodic return found here requires both to be absent, and it is a good approximation only over times in which their effect is negligible. The cavities must start empty, since initial photons would open further exchange blocks with other frequencies. If the sites differ in \(g\) or in \(|\Delta|\), the two transfer probabilities differ, and the single function \(q(t)\) no longer suffices.

The numerical output below comes from evolving the complete two-site state within the rotating-wave model.

## Calculated quantities

```
Cavity photon energy: 2.000 eV
Coupling g: 0.001000 eV
g / cavity photon energy: 0.000500 (dimensionless)
Relative phase of b: 0.700 rad
Excited-pair probability: 0.900 (dimensionless)
Ground-pair probability: 0.100 (dimensionless)
|a|: 0.948683 (dimensionless)
|b|: 0.316228 (dimensionless)
r = |b|/|a|: 0.333333 (dimensionless)
Detuning 0g: Delta = 0.000000 eV
  Omega: 0.002000 eV
  Q: 1.000000 (dimensionless)
  Period: 3141.593 hbar/eV
  Dead start: 615.480 hbar/eV = 405.116 fs
  Dead end: 2526.113 hbar/eV = 1662.718 fs
  Dead length: 1910.633 hbar/eV = 1257.602 fs
  Dead fraction: 0.608173 (dimensionless)
Detuning 2g: Delta = 0.002000 eV
  Omega: 0.002828 eV
  Q: 0.500000 (dimensionless)
  Period: 2221.441 hbar/eV
  Dead start: 675.511 hbar/eV = 444.629 fs
  Dead end: 1545.931 hbar/eV = 1017.550 fs
  Dead length: 870.420 hbar/eV = 572.921 fs
  Dead fraction: 0.391827 (dimensionless)
Detuning 4g: Delta = 0.004000 eV
  Omega: 0.004472 eV
  Q: 0.200000 (dimensionless)
  Minimum atomic concurrence: 0.192000 (dimensionless)
Resonance table: time in hbar/eV; other columns dimensionless
time        q         C_atoms   C_cavities C_sites
     0.000  0.000000  0.600000  0.000000   0.600000
   307.740  0.091752  0.394949  0.000000   0.600000
   615.480  0.333333  0.000000  0.000000   0.600000
   785.398  0.500000  0.000000  0.000000   0.600000
  1570.796  1.000000  0.000000  0.600000   0.600000
  2526.113  0.333333  0.000000  0.000000   0.600000
  3141.593  0.000000  0.600000  0.000000   0.600000
Reversed excited-pair probability: 0.100 (dimensionless)
Reversed, C at half period: 0.000000 (dimensionless)
Reversed, C at 0.49 period: 0.000395 (dimensionless)
Reversed, C at 0.51 period: 0.000395 (dimensionless)
```
